# Weak repulsive impurity on the square lattice: the state above the band

## Problem

A single particle moves on an infinite square lattice with lattice constant $a$ and one orbital per site. Nearest neighbours are coupled by $-t$, with $t>0$. The orbital energy is zero on every site except site $0$, where it is $U>0$:

$$H=H_0+U|0\rangle\langle 0|,\qquad \varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y).$$

Here $k_x,k_y$ are in units of $1/a$, and the band runs from $-4t$ to $4t$. There is no interaction between particles, no lattice relaxation and no further hopping.

(a) Show that for every $U>0$ there is exactly one state outside the band, at $E=4t+\Delta$ with $\Delta>0$, and that

$$\frac{2}{\pi E}K\!\left(\frac{4t}{E}\right)=\frac1U,\qquad K(k)=\int_0^{\pi/2}\frac{d\varphi}{\sqrt{1-k^2\cos^2\varphi}} .$$

(b) Show that $\Delta/\Delta_0\to1$ as $U/t\to0$, with $\Delta_0=32\,t\,e^{-4\pi t/U}$.

(c) Find the leading relative error of $\Delta_0$. Compare $\Delta_0$ with the exact condition for $U/t$ from 0.5 to 8, and explain what happens at large $U$.

(d) Find the spatial form of the weakly bound state and its weight on the impurity.

(e) For $U=t$, how large must a periodic supercell be to give $\Delta$ directly?

## Solution

### (a) The exact condition

Outside the band $E-H_0$ can be inverted. The equation $(E-H_0)\psi=U\psi(0)|0\rangle$ then gives

$$\psi(\mathbf n)=U\,G(\mathbf n;E)\,\psi(0),\qquad G(\mathbf n;E)=\langle \mathbf n|(E-H_0)^{-1}|0\rangle .$$

If $\psi(0)=0$, then $\psi$ vanishes everywhere, so a state must have $\psi(0)\neq0$. Setting $\mathbf n=0$ gives

$$G(E)\equiv G(0;E)=\left\langle\frac1{E-\varepsilon(\mathbf k)}\right\rangle_{\mathbf k}=\frac1U ,$$

where the brackets denote the average over the Brillouin zone.

To evaluate it, put $k_x=p+q$, $k_y=p-q$. As $p$ and $q$ each run over $2\pi$, the zone is covered twice with uniform density, so averages are unchanged. Since $\cos k_x+\cos k_y=2\cos p\cos q$, the denominator is $E+b\cos q$ with $b=4t\cos p$. For $E>4t$, the substitution $w=\tan(q/2)$ gives

$$\frac1{2\pi}\int_{-\pi}^{\pi}\frac{dq}{E+b\cos q}=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\,dw}{(E+b)+(E-b)w^2}=\frac1{\sqrt{E^2-b^2}} .$$

The remaining average over $p$ is four equal quarters:

$$G(E)=\frac{4}{2\pi}\int_0^{\pi/2}\frac{dp}{\sqrt{E^2-16t^2\cos^2p}}=\frac{2}{\pi E}K\!\left(\frac{4t}{E}\right).$$

Above the band, $G'(E)=-\langle(E-\varepsilon)^{-2}\rangle<0$. $G$ falls from $+\infty$ at the edge (the divergence is shown in (b)) to $0$ at $E\to\infty$, so it equals $1/U$ once. Below the band every term in the average is negative, and there is no solution.

### (b) The weak-coupling limit

Let $c=\sqrt{1-k^2}$, which is small near the edge. With $u=\tan\varphi$, we have $1-k^2\cos^2\varphi=\cos^2\varphi\,(u^2+c^2)$ and $d\varphi=du/(1+u^2)$, so

$$K=\int_0^\infty\frac{du}{\sqrt{(1+u^2)(c^2+u^2)}} .$$

The substitution $u\to c/u$ leaves the integrand, including $du$, unchanged and exchanges the ranges $(0,\sqrt c)$ and $(\sqrt c,\infty)$. The two ranges therefore contribute equally:

$$K=2\int_0^{\sqrt c}\frac{du}{\sqrt{(1+u^2)(c^2+u^2)}} .$$

On this range $1\le\sqrt{1+u^2}\le\sqrt{1+c}$, and $\int_0^{\sqrt c}du/\sqrt{c^2+u^2}=A$ with $A=\operatorname{arsinh}(c^{-1/2})$. Hence

$$\frac{2A}{\sqrt{1+c}}\le K\le 2A,\qquad 2A=2\ln\frac{1+\sqrt{1+c}}{\sqrt c}=\ln\frac4c+O(c).$$

The two bounds differ by $O(c\ln(1/c))$, so $K=\ln(4/c)+o(1)$. This is the divergence used in (a).

In terms of $\Delta$,

$$c^2=1-\frac{16t^2}{E^2}=\frac{\Delta(8t+\Delta)}{(4t+\Delta)^2}\simeq\frac{\Delta}{2t},\qquad \ln\frac4c\simeq\frac12\ln\frac{32t}{\Delta}.$$

With $2/(\pi E)\simeq1/(2\pi t)$, this gives

$$4\pi t\,G=\ln\frac{32t}{\Delta}+\eta,\qquad \eta\to0\ \text{as}\ \Delta\to0 .$$

The replacement of $E$ by $4t$ in the prefactor costs a term of order $(\Delta/t)\ln(t/\Delta)$, which also vanishes. Now set $G=1/U$. As $U\to0$, $G$ must diverge, so $\Delta\to0$, and

$$\Delta=32\,t\,e^{-4\pi t/U}\,e^{\eta}\;\to\;\Delta_0 .$$

The exponent comes from the band edge. Near $(\pi,\pi)$, $\varepsilon\simeq4t-tq^2$, with $q$ measured from that point. The fraction of states within energy $w$ of the edge is $\pi q^2/(2\pi)^2=w/(4\pi t)$, so the density of states per site is $\rho=1/(4\pi t)$ and the exponent is $-1/(\rho U)$. The factor 32 comes from the constant beside the logarithm, which depends on the whole band.

### (c) The error, and the comparison

One more order is needed. Write $L_c=\ln(4/c)$ and expand $1/\sqrt{1+u^2}=1-u^2/2+3u^4/8-\dots$ in the folded integral. The three integrals over $(0,\sqrt c)$ are

$$\int\frac{du}{\sqrt{c^2+u^2}}=A=\frac{L_c}2+\frac c4-\frac{3c^2}{32}+\dots$$

$$\int\frac{u^2du}{\sqrt{c^2+u^2}}=\frac{c\sqrt{1+c}-c^2A}{2}=\frac c2+\frac{c^2}4-\frac{c^2L_c}4+\dots$$

$$\int\frac{u^4du}{\sqrt{c^2+u^2}}=\frac{c^2}4+\dots$$

They enter $K$ with weights $2$, $-1$ and $3/4$. The terms in $c$ cancel, as do $-3c^2/16$ and $+3c^2/16$, leaving

$$K=L_c+\frac{c^2}{4}(L_c-1)+\dots$$

Let $x=\Delta/4t$ and $\Lambda=\tfrac12\ln(8/x)$. Then $c^2=1-(1+x)^{-2}=2x-3x^2+\dots$, so $L_c=\Lambda+3x/4$ to first order in $x$, and

$$K=\Lambda+\frac{3x}4+\frac x2(\Lambda-1)=\Lambda+\frac{x\Lambda}2+\frac x4 .$$

Since $2\pi tG=K/(1+x)$,

$$2\pi tG=\Lambda-\frac x2\left(\Lambda-\frac12\right).$$

Set this equal to $g=2\pi t/U$. In the small term $\Lambda$ may be replaced by $g$, so $\Lambda=g+\tfrac x2(g-\tfrac12)$. Because $x=8e^{-2\Lambda}$ and $\Delta_0/4t=8e^{-2g}$,

$$\frac{\Delta_0}{\Delta}=e^{x(g-1/2)}\quad\Rightarrow\quad \frac{\Delta_0}{\Delta}-1\simeq\frac{\Delta_0}{4t}\left(\frac{2\pi t}{U}-\frac12\right).$$

The error relative to $\Delta$ is itself exponentially small, so the factor 32 receives no correction in powers of $U/t$.

For $U=2t$, $\Delta_0=32t\,e^{-6.283}=0.0598t$. The predicted error is $0.01494\times(3.1416-0.5)=0.039$. The exact condition gives $\Delta=0.0575t$, an actual error of 0.039. The other cases are:

| $U/t$ | exact $\Delta/t$ | $\Delta_0/t$ | $\Delta_0/\Delta-1$ | predicted |
|---|---|---|---|---|
| 0.5 | 3.892e-10 | 3.892e-10 | 1.2e-9 | 1.2e-9 |
| 1 | 1.1158e-4 | 1.1160e-4 | 1.6e-4 | 1.6e-4 |
| 2 | 0.0575 | 0.0598 | 0.039 | 0.039 |
| 3 | 0.412 | 0.485 | 0.18 | 0.19 |
| 4 | 1.046 | 1.383 | 0.32 | 0.37 |
| 8 | 4.507 | 6.652 | 0.476 | 0.475 |

The error reaches 10% at $U\approx2.5t$. The close agreement of the last two columns at $U=8t$ is accidental: there $\Delta_0/4t\approx1.7$ is not small, and the prediction has passed from above the true error to below it.

For $U\gg t$ the state sits mainly on the impurity. The band average of $\varepsilon$ is zero and that of $\varepsilon^2$ is $4t^2$ (four neighbours), so $G\simeq1/E+4t^2/E^3$. Then $E\simeq U(1+4t^2/E^2)\simeq U+4t^2/U$, or

$$\Delta\simeq U-4t+\frac{4t^2}{U}.$$

At $U=8t$ this gives $4.5t$, against the exact $4.507t$. In contrast $\Delta_0$ saturates at $32t$, so it must fall below the true $\Delta$ at sufficiently large $U$.

### (d) The bound state

For $E>4t$, expand $G(\mathbf n;E)=\sum_m\langle\mathbf n|H_0^m|0\rangle/E^{m+1}$. The matrix element is $(-t)^m$ times the number of $m$-step paths from $0$ to $\mathbf n$, and such paths exist only when $m$ has the parity of $n_x+n_y$. Thus $G(\mathbf n;E)$ has the sign $(-1)^{n_x+n_y}$: the state is staggered, built from the band top at $(\pi,\pi)$.

For weak binding and $r=|\mathbf n|a\gg a$, use $\varepsilon\simeq4t-tq^2$:

$$|G(\mathbf n;E)|\simeq\int\frac{d^2q}{(2\pi)^2}\frac{e^{i\mathbf q\cdot\mathbf n}}{\Delta+tq^2}=\frac1{2\pi t}K_0\!\left(\frac r\xi\right),\qquad \xi=a\sqrt{\frac t\Delta},$$

where $K_0$ is the modified Bessel function, not the elliptic integral. Hence $|\psi(\mathbf n)/\psi(0)|\simeq(U/2\pi t)K_0(r/\xi)$. This holds at a fixed ratio $r/\xi$ as $\Delta\to0$. At fixed $\Delta$ the relative error grows slowly far beyond $\xi$, because the decay rate on the lattice differs slightly from $1/\xi$ and depends on direction.

Normalization gives $1=U^2|\psi(0)|^2\sum_{\mathbf n}G(\mathbf n;E)^2=U^2|\psi(0)|^2\langle(E-\varepsilon)^{-2}\rangle$. Near the edge the average is $\int_0^\infty q\,dq/[2\pi(\Delta+tq^2)^2]=1/(4\pi t\Delta)$, so

$$|\psi(0)|^2=-\frac1{U^2G'(E)}\simeq\frac{4\pi t\Delta}{U^2}.$$

Differentiating $G(E)=1/U$ with respect to $U$ shows that this weight also equals $dE/dU$.

For $U=2t$, $\xi=4.17a$, and the weak form gives a weight of $4\pi\times0.0575/4=0.181$. Diagonalizing a periodic lattice of $80\times80$ sites gives 0.175, so the weak form is 3% high. The same diagonalization gives $\Delta=0.057533t$, as does the elliptic condition, and its other levels lie within the band. Eight sites along an axis the amplitude ratio is 0.0402, against 0.0401 from the Bessel form.

### (e) Supercells

Take a periodic cell of $L\times L$ sites, $L$ even, at zero supercell wavevector. The zone average becomes a sum over $L^2$ wavevectors, which equals a sum over periodic images:

$$G_L(E)=\sum_{\mathbf R}G(\mathbf R;E),\qquad \mathbf R=L(m_x,m_y).$$

For even $L$ every term is positive by the sign rule in (d). So $G_L>G$, and the level lies too high: $\Delta_L>\Delta$. The uniform-amplitude staggered state has energy $4t+U/L^2$, and the highest level cannot lie below it, so $\Delta_L\ge U/L^2$. This is a lower bound on $\Delta_L$, not the size of the error. Where $U/L^2$ exceeds the true $\Delta$, the cell cannot give $\Delta$ at this wavevector.

For $La\gg\xi$ and weak binding, keep the four nearest images. The condition becomes $\ln(32t/\Delta_L)+4\pi t\cdot4K_0(La/\xi)/(2\pi t)=4\pi t/U$, so

$$\frac{\Delta_L}{\Delta}-1\simeq8K_0\!\left(\frac{La}\xi\right).$$

For $U=t$, $\Delta=1.116\times10^{-4}t$ and $\xi=94.7a$. The wavevector sums give:

| $L$ | $\Delta_L/t$ | $\Delta_L/\Delta-1$ | $8K_0(La/\xi)$ |
|---|---|---|---|
| 20 | 5.18e-3 | 45 | 14 |
| 80 | 5.84e-4 | 4.24 | 4.23 |
| 320 | 1.309e-4 | 0.173 | 0.180 |
| 640 | 1.121e-4 | 0.0046 | 0.0044 |
| 1280 | 1.116e-4 | 3.6e-6 | 3.6e-6 |

At $L=20$ and $80$ the cell is smaller than $\xi$, so the estimate does not apply and the match at $L=80$ is not evidence for it. The estimate takes $\xi$ at $\Delta$ rather than at $\Delta_L$, keeps only the first order in the excess and omits farther images. At $L=320$ these omissions partly cancel: the four-image condition solved with $\xi$ taken at $\Delta_L$ gives 0.147, and adding the four diagonal images gives 0.169. At $L=640$ the diagonal images raise the estimate from 0.0044 to 0.0046. A cell of 400 sites overstates the binding energy 46-fold. At $L=320$, or 102,400 sites, the excess is still 17%; at $L=640$ it is below 1%. These sizes apply to zero supercell wavevector. With a phase of $\pi/2$ across the cell in each direction, the contributions of opposite nearest images cancel, and at $L=320$ the error is only $-0.4\%$. The cell must still be several times larger than $\xi$. The Green function of the infinite host avoids this cost, because the impurity occupies one site and the condition $G(E)=1/U$ is a single scalar equation whatever the size of $\xi$. Further digits are in the numerical output.

## Calculated quantities

```
On-site Green function (1/t): zone average, elliptic form
  E = 4.1 t: 0.45435205, 0.45435205
  E = 5.0 t: 0.25404984, 0.25404984
  E = 8.0 t: 0.13414775, 0.13414775
U/t, exact Delta/t, Delta0/t, Delta0/Delta-1, predicted error
  0.5, 3.891698e-10, 3.891698e-10, 1.174e-09, 1.174e-09
  1.0, 1.115770e-04, 1.115950e-04, 1.613e-04, 1.613e-04
  2.0, 5.753270e-02, 5.975817e-02, 3.868e-02, 3.946e-02
  3.0, 4.120765e-01, 4.852678e-01, 1.776e-01, 1.934e-01
  4.0, 1.045878e+00, 1.382845e+00, 3.222e-01, 3.702e-01
  8.0, 4.507312e+00, 6.652146e+00, 4.759e-01, 4.746e-01
Error reaches 10 percent at U = 2.497 t, Delta = 0.1896 t
Diagonalization, U = 2.0 t, 80 x 80 sites:
  top level - 4t = 0.05753271 t, elliptic 0.05753270 t
  second level = 3.999404 t, lowest level = -3.999875 t
  impurity weight: 0.175393, from dG/dE 0.175393, weak form 0.1807
  dE/dU by finite difference: 0.175393
  decay length xi = 4.169 a
  |psi(8,0)/psi(0,0)| = 0.04024, envelope 0.04007
  |psi(16,0)/psi(0,0)| = 0.00429, envelope 0.00426
U = 1.0 t: Delta = 1.11577e-04 t, xi = 94.67 a, weight = 1.4019e-03
Supercell side/a, Delta_L/t, U/L^2 (t), Delta_L/Delta-1, 8 K0(L/xi)
  20, 5.18087e-03, 2.500e-03, 4.543e+01, 1.360e+01
  80, 5.84422e-04, 1.563e-04, 4.238e+00, 4.225e+00
  320, 1.30877e-04, 9.766e-06, 1.730e-01, 1.797e-01
  640, 1.12085e-04, 2.441e-06, 4.556e-03, 4.392e-03
  1280, 1.11577e-04, 6.104e-07, 3.640e-06, 3.629e-06
```
